# Kirkwood-Bauer-Magat shifts and Polo-Wilson intensities, with a PCM calculation on CO

A molecule vibrates along a bond of length $R$ in a spherical cavity of fixed radius $a$, surrounded by a dielectric of permittivity $\epsilon$. Hartree atomic units and Gaussian electrostatics are used. Let $q=R-R_e$, where $R_e$ is the gas-phase bond length. The gas-phase energy is $E(q)=\tfrac12kq^2+\tfrac16gq^3+\dots$, the reduced mass is $m$, and the axial dipole is $\mu(q)$. The symbols $\mu,\mu',\mu''$ without argument denote values at $q=0$. The solvent has static permittivity $\epsilon_0$ and optical permittivity $\epsilon_\infty=n^2$.

## Part 1. Fields in the cavity

**Question.** Find how the dielectric answers a solute multipole of order $l$ at the cavity centre. Deduce the reaction field of a dipole. Find also the cavity field when the distant field in the dielectric is $E$.

**Answer.** The angular factor $P_l(\cos\theta)$ is common to all terms. The potential is $Ar^{-l-1}+Br^l$ inside and $Cr^{-l-1}$ outside. With $b=Ba^{2l+1}$, continuity of the potential gives $C=A+b$. Continuity of the normal displacement gives

$$(l+1)A-lb=\epsilon(l+1)(A+b)\;\Rightarrow\; b=-\frac{(l+1)(\epsilon-1)}{(l+1)\epsilon+l}\,A .$$

For a dipole, $l=1$ and $A=\mu$. The term $Br\cos\theta$ is the potential of a uniform field $X=-B$, so

$$X=f\mu,\qquad f(\epsilon)=\frac{2(\epsilon-1)}{(2\epsilon+1)a^3}.$$

For the cavity field $G_c$, the potential is $-G_cr\cos\theta$ inside and $(-Er+D/r^2)\cos\theta$ outside. Continuity gives $D=(E-G_c)a^3$. The displacement condition is $G_c=\epsilon(E+2D/a^3)=\epsilon(3E-2G_c)$, hence

$$G_c=g_cE,\qquad g_c=\frac{3\epsilon}{2\epsilon+1}.$$

## Part 2. The vibrational shift

**Question.** The solvent electrons follow the vibration, but molecular reorientation does not. Derive the relative harmonic shift to first order in $f$. When does it depend on a single permittivity function?

**Answer.** In linear response, creating a reaction field $X$ costs a quadratic energy. The cost must be $X^2/2f$, because minimizing $-\mu X+X^2/2f$ then returns $X=f\mu$. Separate $X$ into a fast part $X_f$, of strength $f_\infty=f(\epsilon_\infty)$, and a slow part $X_s$, of strength $f_0-f_\infty$, where $f_0=f(\epsilon_0)$:

$$G=E(q)-\mu(q)(X_f+X_s)+\frac{X_f^2}{2f_\infty}+\frac{X_s^2}{2(f_0-f_\infty)} .$$

To see which part follows, give a solvent coordinate of strength $f$ the natural frequency $\Omega$. Its equation of motion is $\ddot X/\Omega^2+X=f\mu$, so a dipole oscillating at $\omega$ produces the amplitude $f\mu\,\Omega^2/(\Omega^2-\omega^2)$. This tends to $f\mu$ for $\Omega\gg\omega$ and to zero for $\Omega\ll\omega$. The separation fails if the solvent has a resonance near $\omega$.

Thus $X_f=f_\infty\mu(q)$, while $X_s=(f_0-f_\infty)\bar\mu$ is frozen at the dipole $\bar\mu$ of the equilibrium structure. Apart from a constant,

$$G=E(q)-\tfrac12f_\infty\mu(q)^2-(f_0-f_\infty)\bar\mu\,\mu(q).$$

The solute's own polarizability $\alpha$ adds energy of order $\alpha f^2\mu^2$, which is second order in $f$.

At first order $\bar\mu$ may be replaced by $\mu$. The force condition is $kq-f_\infty\mu\mu'-(f_0-f_\infty)\mu\mu'=0$, so the minimum moves to $\bar q=f_0\mu\mu'/k$. The change of curvature there is

$$\Delta k=g\bar q-f_\infty(\mu'^2+\mu\mu'')-(f_0-f_\infty)\mu\mu''
=-f_\infty\mu'^2-f_0\mu\Big(\mu''-\frac{g\mu'}{k}\Big).$$

Since $\omega=\sqrt{k/m}$, $\Delta\omega/\omega=\Delta k/2k$, and

$$\frac{\Delta\omega}{\omega}=-\frac{1}{2k}\Big[f_\infty\mu'^2+f_0\,\mu\Big(\mu''-\frac{g\mu'}{k}\Big)\Big].$$

The oscillating dipole meets the optical permittivity, and the mean dipole meets the static one. If $\epsilon_\infty=\epsilon_0=\epsilon$, as in an idealized nonpolar solvent, or if all solvent polarization follows the vibration, the Kirkwood-Bauer-Magat (KBM) law results:

$$\frac{\Delta\omega}{\omega}=-C\,\frac{\epsilon-1}{2\epsilon+1},\qquad C=\frac{\mu'^2+\mu\mu''-g\mu\mu'/k}{ka^3}.$$

The shift vanishes at $\epsilon=1$ and tends to $-C/2$ at large $\epsilon$. The sign of $C$ is not fixed in general. For $\mu=0$ the nonequilibrium shift depends on $\epsilon_\infty$ alone at this order.

## Part 3. Shifts of CO

**Question.** Evaluate the shifts from the data below and compare them with the self-consistent results.

The data are from restricted Hartree-Fock in the aug-cc-pVDZ basis. Derivatives come from quartic interpolation through five bond lengths spaced by 0.04 bohr. The interpolation error is about 0.4% in $g$, below 0.1% in the resulting $C$, and about 0.01 cm⁻¹ in the tabulated shifts at $\epsilon=40$. The basis error is larger: aug-cc-pVTZ gives $R_e=2.086$ bohr, $k=1.521$ hartree/bohr², 2421 cm⁻¹, $\mu=-0.0585\,e\,$bohr, a $C$ smaller by 4%, and a full PCM shift at $\epsilon=40$ smaller in magnitude by 0.3 cm⁻¹. The digits below serve the comparison of solvent models within one basis. The axis points from C to O.

- $R_e=2.099$ bohr, $k=1.4981$ hartree/bohr², $g=-5.405$ hartree/bohr³
- $\mu=-0.0686\,e\,$bohr, $\mu'=-1.0087\,e$, $\mu''=-0.4036\,e$/bohr
- harmonic wavenumber 2402.9 cm⁻¹; cavity radius $a=4.5$ bohr

The polarizable continuum model (PCM) takes the solute potential on the sphere, multiplies each component by the factor of Part 1 to obtain the reaction potential there, and returns the surface charges that produce it to the Hartree-Fock equations until self-consistency. Components up to $l=12$ are kept. The cavity is centred on the bond midpoint at $R=2.10$ bohr. The cavity and the molecule's centre of mass then stay fixed as the bond stretches. The Onsager calculation couples the reaction field to the dipole operator instead.

Equilibrium shifts in cm⁻¹:

| $\epsilon$ | Onsager | PCM, $l=1$ | full PCM |
|---|---|---|---|
| 2 | −4.89 | −5.43 | −4.75 |
| 5 | −9.46 | −10.46 | −9.09 |
| 40 | −13.13 | −14.46 | −12.52 |

For $\epsilon_0=40$, $\epsilon_\infty=1.8$, the nonequilibrium shifts are −6.15 cm⁻¹ (Onsager) and −5.17 cm⁻¹ (full PCM).

**Answer.** The three terms in the numerator of $C$ are 1.0175, 0.0277 and 0.2496, so

$$C=\frac{1.2948}{1.4981\times4.5^3}=0.00948 .$$

The KBM shifts are therefore −4.56, −8.29 and −10.97 cm⁻¹ for $\epsilon=2,5,40$. In the last case the product is $2402.9\times0.00948\times0.4815$.

Relative to KBM, the full PCM shifts are larger in magnitude by 4%, 10% and 14%. Divided by $(\epsilon-1)/(2\epsilon+1)$, they give −23.7, −25.0 and −26.0 cm⁻¹. The proportionality thus holds to about 10% over this range.

Polarizability accounts for the Onsager excess over KBM. Minimizing $E-\mu X-\tfrac12\alpha X^2+X^2/2f$ gives $X=f\mu/(1-\alpha f)$ and

$$G=E-\frac{f\mu^2}{2(1-\alpha f)} .$$

With the computed bond-length dependence of $\mu$ and $\alpha$, this energy gives −13.14 cm⁻¹ at $\epsilon=40$, against −13.13 cm⁻¹ from the Onsager calculation.

For solute charge wholly inside the sphere, the $l=1$ PCM and Onsager models coincide, because the $l=1$ surface potential then depends on the dipole alone. Their difference of 1.3 cm⁻¹ at $\epsilon=40$ therefore comes from electron density outside the sphere. Adding the other components, $l=0$ and $l\geq2$, changes the shift by +1.9 cm⁻¹. The closeness of full PCM to KBM thus contains some cancellation.

For the nonequilibrium case, $f_\infty=0.003817$ and $f_0=0.010567$ bohr⁻³. The formula of Part 2 gives

$$-\frac{2402.9}{2\times1.4981}\big[0.003817\times1.0175+0.010567\times0.2773\big]=-5.5\ \text{cm}^{-1}.$$

The full PCM value is −5.2 cm⁻¹. Putting $\epsilon_0=40$ into the one-function law instead gives −11.0 cm⁻¹, twice the nonequilibrium estimate.

These numbers describe a model. A 10% increase of $a$ lowers $C$ by 25% and the magnitude of the full PCM shift at $\epsilon=40$ by 31%. Centring the cavity on the centre of mass moves that shift from −12.5 to −12.6 cm⁻¹. If the small dipole changed sign while $\mu'$, $\mu''$, $k$ and $g$ stayed fixed, the numerator would fall from 1.295 to 0.740. Electron correlation is absent, and it does more than reverse the sign of $\mu$: it also reduces $|\mu'|$, which sets the dominant term. Frozen-core MP2 in the same basis gives $\mu=+0.096\,e\,$bohr and $\mu'=-0.49\,e$ at its own minimum. The numerator is then 0.10, the KBM shift at $\epsilon=40$ is −1.0 cm⁻¹, and the nonequilibrium formula gives +0.5 cm⁻¹. The Hartree-Fock shifts therefore compare solvent models with each other and do not predict the size or sign of the shift of real CO. Dispersion, repulsion, specific binding and anharmonic corrections to the fundamental are also absent.

## Part 4. The intensity ratio

**Question.** Let $\mathcal A$ be the absorption coefficient integrated over angular frequency, per molecule. Find $\mathcal A_{\rm liq}/\mathcal A_{\rm gas}$ for the Lorentz local field. Does the result require a weak band?

**Answer.** The polarization is $P=(n^2-1)E/4\pi$, so the Lorentz field is

$$E_{\rm loc}=E+\frac{4\pi P}{3}=\frac{n^2+2}{3}E .$$

The absorbed power is proportional to $\mu'^2|E_{\rm loc}|^2$, and the incident flux is $cn|E|^2/8\pi$. With the same $\mu'$ in both phases, division gives the Polo-Wilson ratio

$$\frac{\mathcal A_{\rm liq}}{\mathcal A_{\rm gas}}=\frac1n\Big(\frac{n^2+2}{3}\Big)^2=\frac{(n^2+2)^2}{9n}.$$

For a strong band, add one damped oscillator to the Clausius-Mossotti relation with constant background index $n$:

$$\frac{\epsilon-1}{\epsilon+2}=\frac{n^2-1}{n^2+2}+\frac{s}{\omega_0^2-\omega^2-i\gamma\omega}.$$

Here $s$ is the number density times a molecular constant. Call the right side $L$; then $\epsilon=-2+3/(1-L)$. Subtracting the background value, for which $1-L=3/(n^2+2)$, gives

$$\epsilon-n^2=\frac{S}{\omega_T^2-\omega^2-i\gamma\omega},\quad
S=\frac{s(n^2+2)^2}{3},\quad \omega_T^2=\omega_0^2-\frac{s(n^2+2)}{3}.$$

For $\omega_T^2>0$ and $\gamma>0$, the poles and zeros of $\epsilon$ lie in the lower half-plane. The complex index $N=\sqrt\epsilon=\eta+i\kappa$ is then analytic in the upper half-plane, and $\omega(N-n)\to-S/(2n\omega)$ at large $|\omega|$. The large upper semicircle contributes $-i\pi S/2n$ to a closed contour integral that vanishes. The real axis must contribute $+i\pi S/2n$. Since $\omega\kappa$ is even,

$$\int_0^\infty\omega\kappa\,d\omega=\frac{\pi S}{4n}.$$

The intensity decays at the rate $2\omega\kappa/c$, so the band area is

$$\int_0^\infty\frac{2\omega\kappa}{c}\,d\omega=\frac{\pi s(n^2+2)^2}{6nc}.$$

Dividing by the density and by the gas result at $n=1$ recovers the same ratio. Within this oscillator model a weak band is not required, provided the whole area is integrated. The peak height per molecule follows the same ratio only for a weak band with unchanged $\gamma$. For $n=1.5$ and $\gamma=0.02\omega_0$, the peak ratio is 1.338 as $s\to0$ but 0.75 at $s=0.05\omega_0^2$, while the area ratio stays at 1.338.

## Part 5. A molecule in its own cavity

**Question.** Replace the Lorentz field by the field on a polarizable molecule in the cavity. When is the Polo-Wilson ratio recovered? Apply the result to CO, with $\alpha=14.111$ bohr³ along the axis.

**Answer.** The applied field produces a molecular field $F=g_cE+f\alpha F$, where $g_c$ and $f$ are taken at $\epsilon=n^2$. Hence $F=g_cE/(1-\alpha f)$. Neglecting the dependence of $\alpha$ on $R$,

$$\frac{\mathcal A_{\rm liq}}{\mathcal A_{\rm gas}}=\frac1n\Big(\frac{g_c}{1-\alpha f}\Big)^2 .$$

Suppose that $\alpha/a^3=(n^2-1)/(n^2+2)$. Then

$$1-\alpha f=\frac{(2n^2+1)(n^2+2)-2(n^2-1)^2}{(2n^2+1)(n^2+2)}
=\frac{9n^2}{(2n^2+1)(n^2+2)} .$$

Since $g_c=3n^2/(2n^2+1)$, the field factor becomes $(n^2+2)/3$, and Polo-Wilson follows.

For CO, $x=\alpha/a^3=14.111/91.125=0.1549$. The matched index satisfies $n^2=(1+2x)/(1-x)=1.550$, so $n=1.245$. The Polo-Wilson ratio is $3.550^2/(9\times1.245)=1.125$.

In the PCM, the extra field $(g_c-1)E$ comes from surface charges. They couple to the dipole $\mu_{\rm surf}$ inferred from the $l=1$ solute potential on the surface. The intensity therefore uses the bond-length derivative of $\mu_{\rm sol}+(g_c-1)\mu_{\rm surf}$, where $\mu_{\rm sol}$ is the solute dipole in the solvent. The computed ratio is 1.128, or 0.3% above Polo-Wilson.

At $n^2=2$ the match is lost. Polo-Wilson gives $16/(9\sqrt2)=1.257$. The cavity formula has $g_c=1.2$ and $\alpha f=0.0619$, which give 1.157. The PCM gives 1.162, close to the cavity formula and 8% below Polo-Wilson. For this solute, the cavity size and polarizability therefore matter as well as the solvent index.
